# The Kadowaki–Woods Ratio for a Local Self-Energy

## Scaling argument

In many metals the low-temperature resistivity rises as $AT^2$ and the electronic entropy per volume as $\gamma T$. Interactions that make the electrons heavy raise $\gamma$, and they also raise $A$ if the collisions relax momentum. Scaling shows when $A/\gamma^2$ can be free of that growth.

Suppose the scattering rate depends on energy $\omega$ and temperature $T$ through one energy $\omega_*$, and has height $s$:
$$\Gamma(\omega,T)=s\,\varphi(\omega/\omega_*,T/\omega_*).\tag{1}$$
At low temperature $\Gamma\sim sT^2/\omega_*^2$. A resistivity is a rate divided by the bare density of states $D_0$ and the mean squared velocity $\langle v_x^2\rangle$, so $A\sim s/(D_0\langle v_x^2\rangle\omega_*^2)$. Causality ties the rate to a frequency slope of the real self-energy, of size $s/\omega_*$. If this slope is large, it is the mass enhancement, and $\gamma\sim D_0s/\omega_*$. Therefore
$$\frac{A}{\gamma^2}\sim\frac{1}{s\,D_0^3\langle v_x^2\rangle}.\tag{2}$$
The scale $\omega_*$, which controls the enhancement, has cancelled. The height $s$ has not. Locality alone does not make the ratio a property of the bare band; a second physical input must fix $s$. If the rate saturates at $s\propto n/D_0$, with $n$ the electron density, what remains is $1/(nD_0^2\langle v_x^2\rangle)$, which depends on the bare band and the density alone. The rest of the section supplies the factors and the conditions.

## Model and conventions

We set $\hbar=e=m=1$, and $T$ stands for $k_BT$ in hartree. $D_0$ is per volume and counts both spins. Band energies $\varepsilon_{\mathbf k}$ are measured from the Fermi energy, and the constant $\mathrm{Re}\,\Sigma(0)$ is absorbed in the chemical potential. The retarded self-energy $\Sigma(\omega)$ does not depend on $\mathbf k$, and $\Gamma=-\mathrm{Im}\,\Sigma>0$. We take
$$\Gamma=\begin{cases}s\,y^2,&y<1\\ s\,F(y),&y>1\end{cases}\qquad y^2=\frac{\omega^2+\pi^2T^2}{\omega_*^2},\tag{3}$$
with $F(1)=1$ and $F$ non-increasing. The rate is thus even in $\omega$. Phonons are left out, and impurities enter only in one limit below.

A local self-energy presumes that the lattice takes up momentum freely. In a Galilean-invariant gas the current is proportional to the conserved total momentum, and electron-electron collisions give no resistivity. The parabolic bands used later therefore model the Fermi surface of a lattice metal, not such a gas.

## Why the rate contains $\omega^2+\pi^2T^2$

Consider second-order scattering by a local interaction, with a constant density of states near the Fermi energy. An electron of energy $x$ (in units of $T$) meets a partner of energy $e_1$, and the two go to $e_2$ and $e_3=x+e_1-e_2$. With $f(x)=1/(e^x+1)$ and $f_i=f(e_i)$, the out- and in-processes add up to
$$I(x)=\int\!\!\int de_1de_2\,[f_1(1-f_2)(1-f_3)+(1-f_1)f_2f_3].\tag{4}$$
Since $(1-f_i)/f_i=e^{e_i}$, the second term is $e^{e_1-e_2-e_3}=e^{-x}$ times the first. Put $u=x+e_1$. The identity
$$f(a-u)-f(a)=(1-e^{-u})\,[1-f(a)]\,f(a-u)$$
with $a=e_2$, together with $1-f_3=f(e_2-u)$ and $\int da\,[f(a-u)-f(a)]=u$, gives the $e_2$ integral as $u/(1-e^{-u})$. Hence
$$I(x)=(1+e^{-x})\int du\,\frac{u}{1-e^{-u}}\,f(u-x)=\int du\,u\left[\frac{1}{e^u-1}+f(u-x)\right].\tag{5}$$
The last form follows by putting the two fractions over a common denominator, whose numerator is $e^u(1+e^{-x})$. Now $dI/dx=\int du\,u\,[-f'(u-x)]=x$, because $-f'$ is even and normalized. At $x=0$ the integrand is $u/\sinh u$, with integral $\pi^2/2$. So
$$I(x)=\tfrac12(x^2+\pi^2).\tag{6}$$
This is the low-energy form in (3). We assume that stronger interactions change its prefactor $s/\omega_*^2$ but not its shape.

## Resistivity

**Kubo bubble.** Let a field $E_0\cos\Omega t$ act along $x$. Its vector potential has amplitude $E_0/\Omega$ and couples to $v_x$, so the absorbing component has matrix element $v_xE_0/(2\Omega)$. Let $a(\varepsilon,\omega)$ be the spectral function of a state with band energy $\varepsilon$. The golden rule, with absorption minus emission and energy $\Omega$ per event, gives the power per state
$$2\pi\Omega\,\frac{v_x^2E_0^2}{4\Omega^2}\int d\omega\,a(\varepsilon,\omega)a(\varepsilon,\omega+\Omega)[f(\omega)-f(\omega+\Omega)],$$
where $f(\omega)$ now denotes the Fermi function at temperature $T$. Equating the sum over states per volume to $\tfrac12\sigma E_0^2$ and letting $\Omega\to0$,
$$\sigma=\pi\int d\varepsilon\,D(\varepsilon)\langle v_x^2\rangle_\varepsilon\int d\omega\,(-f')\,a(\varepsilon,\omega)^2.\tag{7}$$

This treats the added electron and the hole as independent. Corrections come from their repeated scattering. If the irreducible vertex is local, the first correction contains $\sum_{\mathbf k}v_x(\mathbf k)\,G(\mathbf k,\omega)\,G(\mathbf k,\omega+\Omega)$. The Green function $G$ depends on $\mathbf k$ through $\varepsilon_{\mathbf k}$, which is even under inversion, while $v_x$ is odd. The sum vanishes, and so does every further rung, since each starts from the same sum.

**Energy integral.** The spectral function is
$$a=\frac1\pi\frac{\Gamma}{(\omega-\mathrm{Re}\,\Sigma-\varepsilon)^2+\Gamma^2}.$$
With $\varepsilon=\omega-\mathrm{Re}\,\Sigma+\Gamma\tan\theta$,
$$\int d\varepsilon\,a^2=\frac{1}{\pi^2\Gamma}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac1{2\pi\Gamma}.\tag{8}$$
$\mathrm{Re}\,\Sigma$ shifts the centre of the Lorentzian but not this integral. If $D\langle v_x^2\rangle$ varies little over the energies involved,
$$\sigma=D_0\langle v_x^2\rangle\int d\omega\,\frac{-f'(\omega)}{2\Gamma(\omega,T)}.\tag{9}$$
No quasiparticle weight appears. With $Z^{-1}=1-\partial\,\mathrm{Re}\,\Sigma/\partial\omega$, the quasiparticle has velocity $Zv_x$, lifetime $1/(2Z\Gamma)$ and density of states $D_0/Z$, so $Z$ cancels in the product of density of states, squared velocity and lifetime.

**Thermal average.** Let $x=\omega/T$ and $J(t)=\int dx\,(-f'(x))e^{ixt}$ for $t>0$. The function $f'$ has period $2\pi i$. Shifting the contour by one period multiplies the integral by $e^{-2\pi t}$ and encloses the pole at $i\pi$. There $-f'=-1/z^2+\text{const}+\dots$ with $z=x-i\pi$, so the residue is $-it\,e^{-\pi t}$ and
$$J(t)=\frac{2\pi t\,e^{-\pi t}}{1-e^{-2\pi t}}=\frac{\pi t}{\sinh\pi t}.\tag{10}$$
Using $1/(x^2+\pi^2)=\pi^{-1}\int_0^\infty dt\,e^{-\pi t}\cos xt$ and $u=\pi t$,
$$\int dx\,\frac{-f'(x)}{x^2+\pi^2}=\frac{2}{\pi^2}\int_0^\infty du\,\frac{u\,e^{-2u}}{1-e^{-2u}}=\frac2{\pi^2}\sum_{j=1}^\infty\frac1{4j^2}=\frac1{12}.\tag{11}$$
For $T\ll\omega_*$ the rate in (9) is $sT^2(x^2+\pi^2)/\omega_*^2$. Thus $\sigma=D_0\langle v_x^2\rangle\omega_*^2/(24sT^2)$ and
$$A=\frac{24\,s}{D_0\langle v_x^2\rangle\,\omega_*^2}.\tag{12}$$

**A dirty metal.** Suppose a constant impurity rate $\Gamma_0$ dominates. Expanding $1/(\Gamma_0+\Gamma)$ in (9) and inverting gives $\rho=2(\Gamma_0+\langle\Gamma\rangle)/(D_0\langle v_x^2\rangle)$ to first order in $\Gamma$, where $\langle\cdot\rangle$ is the average with $-f'$. The expansion $J=1-\pi^2t^2/6+\dots$ gives $\langle x^2\rangle=\pi^2/3$, hence $\langle x^2+\pi^2\rangle=4\pi^2/3$. The 24 in (12) becomes $8\pi^2/3\approx26.3$, which is larger by the factor $\pi^2/9\approx1.10$. Since $\Gamma$ vanishes as $T\to0$, any finite $\Gamma_0$ dominates at the lowest temperatures. The clean value 24 applies only where $AT^2$ exceeds the residual resistivity. We continue with the clean case; in the dirty limit every ratio $A/\gamma^2$ below is larger by $\pi^2/9$.

## Mass enhancement and entropy

The self-energy is analytic in the upper half-plane. At $T=0$, for even $\Gamma$, the Kramers–Kronig relation reads
$$\mathrm{Re}\,\Sigma(\omega)=-\frac1\pi P\!\!\int\frac{\Gamma(\omega')\,d\omega'}{\omega'-\omega}=-\frac{2\omega}{\pi}\int_0^\infty d\omega'\,\frac{\Gamma(\omega')-\Gamma(\omega)}{\omega'^2-\omega^2}.\tag{13}$$
The subtraction is allowed because $P\int_0^\infty d\omega'/(\omega'^2-\omega^2)=0$. For $\omega\to0$ this is $-\lambda\omega$, with
$$\lambda=\frac2\pi\int_0^\infty\frac{\Gamma(\omega')}{\omega'^2}d\omega'=\frac{2s}{\pi\omega_*}\left[1+\int_1^\infty\frac{F(y)}{y^2}dy\right]=\frac{4s\xi}{\pi\omega_*},\tag{14}$$
$$2\xi=1+\int_1^\infty\frac{F(y)}{y^2}\,dy .$$
Since $0\le F\le1$, $\xi$ lies between $\tfrac12$ and 1. A plateau $F=1$ gives $\xi=1$. If the plateau ends at a band energy $W\gg\omega_*$, then $\xi=1-\omega_*/(2W)$, a small change.

Quasiparticle energies $E$ solve $E-\mathrm{Re}\,\Sigma(E)=\varepsilon$, so $\varepsilon=(1+\lambda)E$ near the Fermi energy. The levels are denser by $1+\lambda$. Each contributes the entropy $h=-f\ln f-(1-f)\ln(1-f)$ with $x=E/T$. Because $dh/dx=f'\ln[(1-f)/f]=xf'$, integration by parts gives $\int h\,dx=\int x^2(-f')dx=\pi^2/3$. Hence the leading entropy per volume is $\gamma T$ with
$$\gamma=\frac{\pi^2}{3}D_0(1+\lambda).\tag{15}$$
The specific heat $T\,dS/dT$ has the same coefficient.

## The ratio before saturation is used

Equation (14) gives $1/\omega_*^2=\pi^2\lambda^2/(16s^2\xi^2)$. Inserting this in (12),
$$A=\frac{3\pi^2\lambda^2}{2\,s\,\xi^2D_0\langle v_x^2\rangle}.$$
Division by $\gamma^2=(\pi^4/9)D_0^2(1+\lambda)^2$ yields
$$\frac{A}{\gamma^2}=\frac{27}{2\pi^2}\,\frac{1}{s\,\xi^2D_0^3\langle v_x^2\rangle}\left(\frac{\lambda}{1+\lambda}\right)^2.\tag{16}$$
For $\lambda\gg1$ the last factor tends to 1 and the enhancement drops out. For $\lambda\ll1$ at fixed $s$ the ratio falls as $\lambda^2$, since $A\propto\lambda^2$ while $\gamma$ tends to its bare value. Weak interactions do not keep $s$ fixed, however. To second order in the interaction, $s$ and $\lambda$ both grow as its square, with $\omega_*$ set by the bare band (of the order of the bandwidth near half filling, and closer to $E_F$ at low filling, where the rate is also no longer even in $\omega$), and the ratio falls only as $\lambda$. Equation (20) below, which fixes $s$, is therefore not meant for weak interactions. The factor $1/s$ is the gap left by locality. In a numerical test, doubling $s$ at fixed $\lambda=20$ halved the ratio.

## Fixing the height of the rate

A bound for one local scatterer suggests the size of $s$. Let its strength be $U$ and the local Green function per spin be $g=g'-i\pi D_0/2$. Summing repeated scattering gives $t=U/(1-Ug)=1/(U^{-1}-g)$, so
$$-\mathrm{Im}\,t=\frac{\pi D_0/2}{(U^{-1}-g')^2+(\pi D_0/2)^2}\le\frac{2}{\pi D_0}.\tag{17}$$
The bound is reached at $U^{-1}=g'$, the unitary limit. For a dilute density $n_s$ of such scatterers, $\Gamma=n_s|\mathrm{Im}\,t|$. We now extrapolate this law to $n_s=pn$, with $p$ scatterers per electron:
$$s=\frac{2pn}{\pi D_0}.\tag{18}$$
This is a physical estimate, not a theorem. At such densities the scatterers are not dilute, and electrons are not static impurities. Nor does it treat electrons and holes alike. With nearest-neighbour hopping on a simple cubic lattice and an on-site interaction, fillings of $\nu$ and $2-\nu$ electrons per site have the same $A$, $\gamma$, $D_0$ and $\langle v_x^2\rangle$, while $n$ differs by the factor $(2-\nu)/\nu$. For a nearly full band, $n$ must be read as the density of holes. The choice $p=\tfrac13$ gives $s=2n/(3\pi D_0)$.

The mean free path shows what the choice means. In an isotropic parabolic band with $m=1$, $D_0=k_F/\pi^2$ and $n=k_F^3/(3\pi^2)$, so $s=2k_F^2/(9\pi)$. With lifetime $1/(2s)$ and bare velocity $k_F$,
$$\ell=\frac{k_F}{2s}=\frac{9\pi}{4k_F}\approx\frac{7.07}{k_F},\tag{19}$$
which is about 2.3 times $n^{-1/3}$. Saturation thus sets in when the path is comparable with the distance between electrons.

With $p=\tfrac13$, (16) becomes, with constants restored and $\gamma$ per volume,
$$\frac{A}{\gamma^2}=\frac{81}{4\pi\hbar e^2k_B^2}\,\frac{1}{\xi^2f}\left(\frac{\lambda}{1+\lambda}\right)^2,\qquad f=nD_0^2\langle v_x^2\rangle.\tag{20}$$
For general $p$ the number 81 is replaced by $27/p$.

## What the bare band contributes

Multiply all band energies by $b$ at fixed density. Then $D_0\to D_0/b$ and $v_x\to bv_x$, so $f$ is unchanged. The bandwidth drops out together with the many-body mass; density and the shape of the band remain.

**Isotropic parabola, mass $m_b$.** Here $D_0=m_bk_F/\pi^2$ and $\langle v_x^2\rangle=k_F^2/(3m_b^2)$, so
$$f=\frac{nk_F^4}{3\pi^4}=\left(\frac{3n^7}{\pi^4}\right)^{1/3}.\tag{21}$$

**Layers with spacing $c$ and no hopping between them.** Now $n=k_F^2/(2\pi c)$, $D_0=m_b/(\pi c)$ and $\langle v_x^2\rangle=k_F^2/(2m_b^2)$ in the plane. Thus
$$f=\frac{nk_F^2}{2\pi^2c^2}=\frac{n^2}{\pi c}.\tag{22}$$

**Ellipsoid with masses $m_x,m_y,m_z$.** Let $m_g=(m_xm_ym_z)^{1/3}$ and $k_i=q_i\sqrt{m_i/m_g}$. This map has unit Jacobian and turns the band into a sphere of mass $m_g$ with $k_F=(3\pi^2n)^{1/3}$. Since $v_x=q_x/\sqrt{m_xm_g}$, we have $\langle v_x^2\rangle=k_F^2/(3m_xm_g)$ and
$$f_x=\frac{nk_F^4}{3\pi^4}\,\frac{m_g}{m_x}=\frac{3n^3}{k_F^2}\,\frac{m_g}{m_x}.\tag{23}$$
Compared with the isotropic band, the ratio for current along $x$ is multiplied by $m_x/m_g$. For masses $1,1,4$ we have $m_g=4^{1/3}\approx1.59$, and the factors are 0.63 along $x$ and 2.52 along $z$. The entropy has no direction, so this difference comes entirely from $A$.

## Worked example

Take $n=0.002$ bohr$^{-3}$, band mass 1 and $F=1$, hence $\xi=1$. The parameters are round and stand for no particular material.

For the isotropic band, $D_0=0.0395$ hartree$^{-1}$bohr$^{-3}$ and $\langle v_x^2\rangle=0.0506$ a.u., so
$$f=0.002\times(0.0395)^2\times0.0506\approx1.58\times10^{-7},$$
$$\frac{81}{4\pi f}\approx\frac{6.45}{1.58\times10^{-7}}\approx4.08\times10^7\ \text{a.u.}$$
The height is $s=2(0.002)/(3\pi\times0.0395)\approx0.0107$ hartree. For $\lambda=20$, (14) requires $\omega_*=4(0.0107)/(20\pi)\approx6.8\times10^{-4}$ hartree.

The values obtained from the Kubo bubble, the Kramers–Kronig integral and the quasiparticle entropy are, in atomic units:

| $\lambda$ | $A$ | $\gamma$ | $A/\gamma^2$ | relative to limit |
|---:|---:|---:|---:|---:|
| 4 | $1.10\times10^7$ | 0.650 | $2.61\times10^7$ | 0.640 |
| 20 | $2.76\times10^8$ | 2.73 | $3.70\times10^7$ | 0.907 |
| 100 | $6.89\times10^9$ | 13.1 | $4.00\times10^7$ | 0.980 |

From the first row to the last, $A$ grows 625-fold and $\gamma$ about 20-fold, while the ratio rises by a factor of 1.53. That remaining rise is the factor $[\lambda/(1+\lambda)]^2$, which is $(4/5)^2=0.64$ in the first row and $(100/101)^2=0.98$ in the last. Even at $\lambda=20$ the limit overstates the ratio by about a tenth.

For layers with $c=20$ bohr at the same density, (22) gives $f=4\times10^{-6}/(20\pi)\approx6.37\times10^{-8}$. The limit is $1.01\times10^8$ a.u., 2.48 times the isotropic one. The relative approach to the limit is the same, since it depends on $\lambda$ alone. Over both bands, two shapes $F$ and the three enhancements, the numerical ratio differed from (20) by at most $2\times10^{-4}$ of the formula's value. This checks the derivation within the model; it does not check the choice of $p$.

The layered case shows how much that choice matters. With $p=\tfrac13$ the bare path is $4.71/k_F$, against $7.07/k_F$ in the isotropic metal. If one fixed $k_F\ell=7.07$ in both, $s$ in the layers would be smaller by $4.71/7.07\approx0.67$, and by (16) their limit would rise by a factor of 1.5. The numerical coefficient is therefore uncertain by factors of this kind. The shape factor adds its own uncertainty: $\xi^{-2}$ can range from 1 to 4.

In SI units the isotropic metal with $\lambda=20$ has $A\approx0.060\ \mu\Omega\,$cm$\,$K$^{-2}$ and $\gamma\approx805$ J$\,$m$^{-3}$K$^{-2}$. The limiting ratios are $1.0\times10^{-15}$ (isotropic) and $2.5\times10^{-15}\ \Omega\,$m$^7$K$^2$J$^{-2}$ (layered). With $\gamma$ taken per mole of electrons they become about 51 and $127\ \mu\Omega\,$cm$\,$mol$^2$K$^2$J$^{-2}$. If a formula unit holds $z$ conduction electrons, $\gamma$ per mole of formula units is $z$ times larger and the ratio $z^2$ times smaller. With $\gamma$ per volume the measured ratio does not depend on the choice of formula unit, but it still depends on the band, as $n^{-7/3}$ in the isotropic case. For $\lambda\gg1$ and fixed $\xi$ and $p$, the quantity free of the band within this single-band model is $fA/\gamma^2$. It requires $D_0$, $\langle v_x^2\rangle$ and a choice of the carrier density $n$, electrons or holes, which (18) leaves open.

## Where the result fails

The $T^2$ law is safe for $\pi T\ll\omega_*$, a range that shrinks as $1/\lambda$ at fixed $s$. The same condition protects the step to (9). The band energies involved are of order $(1+\lambda)T$, and in the isotropic case $\lambda\omega_*=4s\xi/\pi\approx0.18\,\xi E_F$, so for large $\lambda$ they stay well below $E_F$ when $T\ll\omega_*$.

Three assumptions carry (20): a single energy scale, locality of the self-energy and vertex, and the height of the saturated rate. If the $T^2$ rate and the frequency slope come from different energy scales, $\omega_*$ need not cancel. It still does when the extra slope also grows as $1/\omega_*$, as for a pair of peaks in $\Gamma$ of fixed weight at $\pm\sqrt{\omega_*W}$, but the coefficient is then no longer that of (16). If the self-energy depends on $\mathbf k$, it also changes the velocities, and the mass enhancement need not cancel from the conductivity as it does in (9). If the irreducible vertex depends on $\mathbf k$, its corrections to the current need not vanish, and slow relaxation of momentum can make $A$ much smaller than (12). The Galilean-invariant gas, where $A$ vanishes, is the extreme case. If the rate saturates at a height not set by $n/D_0$, (16) still holds but (20) does not. A measured ratio far from (20) may thus point to one of these assumptions, to the uncertain values of $p$ and $\xi$, or to a bare band whose $f$ was poorly estimated. It may also reflect what the model leaves out: phonons, for example, can raise the mass in $\gamma$ without a matching rise in $A$.

## Computed values

```
thermal average of 1/(x^2+pi^2): 0.083333
largest |Im t| / unitary ceiling: 1.00000
density n: 0.0020 bohr^-3 = 1.3497e+28 m^-3
layer spacing c: 20.0 bohr
[isotropic] E_F: 0.07596 hartree
[isotropic] D0: 0.039493 hartree^-1 bohr^-3
[isotropic] <vx^2>: 0.050642 a.u.
[isotropic] f = n D0^2 <vx^2>: 1.5797e-07 a.u.
[isotropic] saturation height s: 0.010747 hartree
[isotropic] bare path v_F/(2s): 18.13 bohr; times k_F: 7.069; times n^(1/3): 2.285
[isotropic] bare gamma: 0.129926 a.u.
[isotropic] limit of A/gamma^2: 4.0804e+07 a.u.
[isotropic] lam=4: wstar=3.4208e-03 hartree, A=1.1021e+07, gamma=0.64960, A/gamma^2=2.6116e+07 a.u., ratio/limit=0.6401
[isotropic] lam=20: wstar=6.8415e-04 hartree, A=2.7552e+08, gamma=2.72831, A/gamma^2=3.7014e+07 a.u., ratio/limit=0.9071
[isotropic] lam=100: wstar=1.3683e-04 hartree, A=6.8879e+09, gamma=13.12185, A/gamma^2=4.0004e+07 a.u., ratio/limit=0.9804
[layered] E_F: 0.12566 hartree
[layered] D0: 0.015915 hartree^-1 bohr^-3
[layered] <vx^2>: 0.125664 a.u.
[layered] f = n D0^2 <vx^2>: 6.3662e-08 a.u.
[layered] saturation height s: 0.026667 hartree
[layered] bare path v_F/(2s): 9.40 bohr; times k_F: 4.712; times n^(1/3): 1.184
[layered] bare gamma: 0.052360 a.u.
[layered] limit of A/gamma^2: 1.0125e+08 a.u.
[layered] lam=4: wstar=8.4883e-03 hartree, A=4.4413e+06, gamma=0.26179, A/gamma^2=6.4805e+07 a.u., ratio/limit=0.6401
[layered] lam=20: wstar=1.6977e-03 hartree, A=1.1103e+08, gamma=1.09950, A/gamma^2=9.1846e+07 a.u., ratio/limit=0.9071
[layered] lam=100: wstar=3.3953e-04 hartree, A=2.7758e+09, gamma=5.28808, A/gamma^2=9.9265e+07 a.u., ratio/limit=0.9804
largest relative error of ratio formula: 1.8e-04
ratio after doubling s / before, lam=20: 0.5000
layered limit / isotropic limit: 2.4814
masses 1,1,4: ratio along x / isotropic: 0.6300
masses 1,1,4: ratio along z / isotropic: 2.5198
isotropic lam=20, A: 6.0069e-02 microohm cm K^-2
isotropic lam=20, gamma: 805.00 J m^-3 K^-2
[isotropic] limit in SI: 1.0219e-15 ohm m^7 K^2 J^-2
[isotropic] limit per mole of electrons: 51.33 microohm cm mol^2 K^2 J^-2
[layered] limit in SI: 2.5357e-15 ohm m^7 K^2 J^-2
[layered] limit per mole of electrons: 127.36 microohm cm mol^2 K^2 J^-2
```
